Climbing-image nudged elastic band on a two-dimensional surface, with saddle verification

**Result**

The barrier for an atomic hop is the energy of a first-order saddle minus that of the starting minimum. The climbing-image nudged elastic band finds the saddle by moving one image of a discretized path, at position R, with the force

F_c = −∇V + 2(∇V·τ)τ,

where V is the potential energy and τ the unit tangent of the path at that image. This force vanishes if and only if ∇V = 0, so a converged climber is a stationary point whatever the springs and the number of images. Stationarity alone does not make it a saddle. The remaining condition is that the Hessian H, the matrix of second derivatives of V, has exactly one negative eigenvalue and no zero eigenvalue.

On the model surface treated below, the climber reaches a point with gradient norm 7.8×10⁻¹⁰ eV/Å and Hessian eigenvalues −1.503 and 5.426 eV/Å². The barriers are 0.812 eV forward and 0.413 eV in reverse.

**A surface whose saddle is known independently**

Lengths are in Å and energies in eV. With s = x/a, take

V(x,y) = u(x) + (k/2)[y − f(x)]²,
u = A(s² − 1)² + Bs,
f = b(1 − s²) + cs.

The function u is a tilted double well, and f bends the valley that joins its two sides. The parameters are A = 0.6 eV, B = 0.2 eV, k = 5 eV/Å², a = 1.2 Å, b = 0.6 Å and c = 0.5 Å.

A prime denotes d/dx. Since ds/dx = 1/a,

u′ = [4A(s³ − s) + B]/a,
f′ = (c − 2bs)/a,
∂V/∂x = u′ − k(y − f)f′,
∂V/∂y = k(y − f).

At a stationary point the last line gives y = f. The line above it then gives u′ = 0, that is

4A(s³ − s) + B = 0.

Differentiating the gradient once more and setting y = f removes the term −k(y − f)f″, which leaves

H_xx = u″ + k f′², H_xy = −k f′, H_yy = k,
det H = k(u″ + k f′²) − k² f′² = k u″.

With k > 0, a root with u″ < 0 has det H < 0, hence one negative and one positive eigenvalue: it is a saddle. A root with u″ > 0 has det H > 0 and H_yy > 0, so it is a minimum. For the present parameters the cubic has three real roots, the middle one being the saddle. The band never uses the cubic, which therefore provides a separate check.

**What goes wrong with a plain chain of images**

Place images R₀, …, R_N between the two minima and let each follow −∇V. They slide downhill into the minima and leave the pass empty. Springs of stiffness κ between neighbours prevent this, but they introduce two errors.

Along the path, with V_s the slope of the energy, balance between the true force and the springs requires

κ(L₊ − L₋) = V_s,

where L₊ and L₋ are the distances to the next and previous image. On the uphill side each gap is longer than the one before it, so the images are sparse near the top, where they are needed. Across a path of curvature C, two springs of length L pull an image towards the inside of the bend with a force of about κL²C. If the valley has transverse stiffness K, the image is displaced by about κL²C/K, as long as this is small compared with the radius 1/C of the bend, and the band cuts the corner. A larger κ reduces the first error and increases the second.

The cure is to let each force act only where it is wanted. The true force acts across the path and the springs act along it:

F_i = −∇V + (∇V·τ)τ + κ(|R_{i+1} − R_i| − |R_i − R_{i−1}|)τ.

The first two terms are perpendicular to τ and the third is parallel to it, so at convergence they vanish separately. The gradient is then parallel to the tangent, which is the discrete condition for a minimum-energy path, and the two adjacent spacings are equal.

Such a path need not follow the valley floor y = f(x). On the floor the gradient is (u′, 0), while the floor's tangent is (1, f′). These are parallel only where f′ = 0 or the gradient vanishes. Steepest-descent curves integrated from the saddle depart from the floor by up to 0.093 Å in y.

**Which tangent to use**

The tangent must be built from neighbouring images, and the choice affects stability. Consider a straight path with energy rising along it at slope G > 0, and let w_i be a small sideways displacement:

V = G × (distance along the path) + (K/2)w².

If the tangent is tilted by a small angle φ_i, the unit normal is approximately (−φ_i, 1). The gradient is (G, Kw_i), so the sideways force is

−(Kw_i − Gφ_i) = −Kw_i + Gφ_i.

Taking the tangent towards the higher neighbour gives φ_i = (w_{i+1} − w_i)/L, and the force becomes

−(K + G/L)w_i + (G/L)w_{i+1}.

Each image is damped at the increased rate K + G/L and is influenced only by the image above it. In balance w_i = (G/L)w_{i+1}/(K + G/L), so a disturbance shrinks from image to image. Taking the lower neighbour instead gives the force −(K − G/L)w_i − (G/L)w_{i−1}. A single image grows when G/L > K, but trouble starts earlier: in balance w_i = −(G/L)w_{i−1}/(K − G/L), so a disturbance alternates in sign and is amplified from image to image once G/L > K/2. The tangent towards the higher neighbour is therefore used on slopes.

At a local maximum or minimum of energy along the band there is no unique uphill neighbour. Let d₊ = R_{i+1} − R_i and d₋ = R_i − R_{i−1}, and let Δ_max and Δ_min be the larger and smaller of |V_{i+1} − V_i| and |V_i − V_{i−1}|. Then, before normalization,

τ ∝ Δ_max d₊ + Δ_min d₋ if V_{i+1} > V_{i−1},
τ ∝ Δ_min d₊ + Δ_max d₋ otherwise.

When one neighbour becomes level with the image, Δ_min tends to zero and the formula joins the slope rule continuously.

**Why the highest image is still not the saddle**

The nudged band places its images at equal spacing, and nothing makes one of them land on the pass. With six movable images, its highest image gives a barrier of 0.7876 eV, which is 24.7 meV too low.

The size of this error follows from the geometry. In the final climbing band there are four segments of 0.46502 Å before the saddle and three of 0.35935 Å after it. The lengths are

4 × 0.46502 = 1.860 Å,
3 × 0.35935 = 1.078 Å,

for a total of 2.938 Å. Seven equal segments would each measure 0.420 Å, so the fourth image would lie 1.860 − 4 × 0.4197 = 0.181 Å short of the saddle. With the negative curvature −1.503 eV/Å², the quadratic estimate of the energy deficit is

½ × 1.503 × 0.181² ≈ 0.025 eV,

close to the computed deficit. In a rate proportional to exp(−E/k_BT), where E is the barrier, k_B Boltzmann's constant and T the temperature, this error multiplies the rate by e when k_BT = 24.7 meV, which is close to room temperature.

**Making one image climb**

The selected image should go uphill along the path and downhill across it. Springs would hold it away from the top, so they are removed from its force. Reversing the tangential part of −∇V gives F_c. In matrix form,

F_c = −Q∇V, Q = I − 2ττᵀ.

Because τᵀτ = 1,

Q² = I − 4ττᵀ + 4τ(τᵀτ)τᵀ = I.

Q is also symmetric, so QᵀQ = I and Q preserves lengths. Therefore |F_c| = |∇V|, and F_c = 0 if and only if ∇V = 0. The convergence threshold on the climber is a threshold on the full gradient. For an ordinary image it is not, since that image may have a large gradient along the path.

The other images still feel their springs. Their spacing is equal on each side of the climber, but the two sides may differ, as the lengths above show.

**When the climber is attracted to the saddle**

Let δ be a small displacement from a stationary point with det H ≠ 0. The gradient there is Hδ to first order. If the tangent varies continuously, its change multiplies a gradient that is itself small, and so contributes nothing at first order. Relaxation in a fictitious time t then obeys

dδ/dt = −QHδ.

The displacement decays if both eigenvalues of QH have positive real parts. For a real 2×2 matrix this is equivalent to a positive determinant and a positive trace.

Q reverses one direction and leaves the other unchanged, so det Q = −1 and

det(QH) = −det H.

Let λ₁ < λ₂ be the eigenvalues of H, and θ the angle between τ and the mode of λ₁. Then τᵀHτ = λ₁cos²θ + λ₂sin²θ, and

tr(QH) = tr H − 2τᵀHτ
= λ₁(1 − 2cos²θ) + λ₂(1 − 2sin²θ)
= (λ₂ − λ₁)cos 2θ.

The determinant condition requires det H < 0, which in two dimensions means a first-order saddle. The trace condition requires θ < 45°, with θ taken as the acute angle between the two lines. At 45° the trace vanishes and the linear analysis does not decide.

Two limits show the meaning. For θ = 0 the eigenvalues of QH are −λ₁ and λ₂, both positive at a saddle: the climber ascends to the pass along the unstable mode and settles across it. For θ = 90° they are λ₁ and −λ₂, both negative, and the saddle repels the climber. At a minimum det(QH) < 0, so one eigenvalue is negative for every tangent and the climber is driven away.

The angular limit was tested with the tangent held fixed, starting 0.001 Å from the saddle. At 40° the climber converged to within 4.5×10⁻¹⁶ Å, which is rounding level. At 50° it moved away and crossed the 0.1 Å limit set for the test. In the actual bands the angle was far smaller: 0.286°, 0.072° and 0.020° for 6, 12 and 24 movable images.

These are local statements. They do not guarantee convergence from every initial path. In more than two dimensions a negative determinant alone shows only that the number of negative eigenvalues is odd, but full attraction still implies a first-order saddle. If all eigenvalues of QH have positive real parts, the symmetric matrix (1 − t)H + tQ = Q[(1 − t)QH + tI] is non-singular for 0 ≤ t ≤ 1, so H has as many negative eigenvalues as Q, namely one. Small forces do not prove attraction, however: a path that keeps a symmetry, or a finite threshold, can leave the climber at a higher-order stationary point, so computing the Hessian spectrum remains necessary.

**The algorithm**

1. Minimize both end points and confirm that their Hessian eigenvalues are positive.
2. Interpolate the movable images on a straight line between them.
3. At each step compute energies, gradients and tangents, form the nudged forces F_i, and update R_i ← R_i + hF_i.
4. When the plain band has settled, select its highest movable image as the climber.
5. Continue with F_c on that image and F_i on the others until the largest force is below the threshold.
6. Evaluate the full gradient at the climber and build the Hessian there.
7. Accept the point only if the gradient is small and exactly one eigenvalue is negative, with the others positive beyond numerical error.

The step h has the unit Å²/eV. An error mode with relaxation eigenvalue μ is multiplied by 1 − hμ at each step, and

|1 − hμ|² = 1 − 2h Re μ + h²|μ|² < 1

requires h < 2 Re μ/|μ|². For real μ this is h < 2/μ. The largest curvature at the two minima is 18.31 eV/Å², which by itself gives a limit near 0.11 Å²/eV. The springs set a limit too. If successive images on a straight path are displaced along it by +δ and −δ in turn, the spring force on each is −4κ times its displacement, so μ = 4κ. The calculation used κ = 5 eV/Å², for which this second limit is 0.10 Å²/eV, and h = 0.03 Å²/eV, well below both. The sideways damping K + G/L found above adds a third limit, h < 2/(K + G/L), which tightens as L shrinks and becomes the controlling one for bands with many images.

For the Hessian, displace the climber by ±d along each coordinate direction e_i and difference the gradient g = ∇V:

H_ij ≈ [g_j(R + d e_i) − g_j(R − d e_i)]/(2d).

Averaging H_ij with H_ji removes the asymmetry left by numerical error. The truncation error falls as d², while force noise of size ε contributes an error of order ε/d. Here d = 10⁻⁴ Å. Noisier forces call for a larger displacement.

**The worked saddle**

The minima lie at (−1.2472, −0.5678) Å and (1.1465, 0.5300) Å, with energies −0.2040 and 0.1956 eV. The plain band took 304 steps to reach a largest force below 10⁻⁶ eV/Å. The climbing stage took 427 more to reach 10⁻⁹ eV/Å. The climber, image 4, stopped at

x = 0.10071 Å, y = 0.63774 Å,

which agrees with the root of the cubic to all eight printed decimals. Its Hessian, in eV/Å², is

H_xx = −1.07786, H_xy = −1.66371, H_yy = 5.00000.

The trace is 3.92214 and the determinant is −8.15725, so

λ = 1.96107 ± √(1.96107² + 8.15725)
= 1.96107 ± 3.46454,

which gives −1.50347 and 5.42561 eV/Å². There is exactly one negative eigenvalue. The separate formula for the determinant gives k u″ = 5 × (−1.63145) = −8.15725, in agreement. The unstable mode is (0.969, 0.248), so the crossing direction is tilted from the x axis.

The saddle energy is 0.60836 eV, and the two barriers are

forward: 0.60836 − (−0.20401) = 0.81237 eV,
reverse: 0.60836 − 0.19564 = 0.41272 eV.

Bands with 6, 12 and 24 movable images all give a forward barrier of 0.812369 eV. The rest of the path does depend on the number of images. Its largest distance from the steepest-descent curves falls from 0.0129 to 0.0086 and then to 0.0053 Å, more slowly than the image spacing. A converged saddle is therefore no evidence that the whole path is equally well resolved.

**How small must the gradient be?**

Near the saddle, write g = Hδ, so that δ = H⁻¹g. The energy error is then

V − V_saddle ≈ ½δᵀHδ = ½gᵀH⁻¹g.

Resolving g along the Hessian modes gives ½Σg_i²/λ_i, whose magnitude is at most |g|²/(2 min|λ|) at this order. The barrier error is quadratic in the residual gradient.

Stopping the climbing stage at a largest force of 0.02 eV/Å took 62 steps and left a climber gradient of 0.01607 eV/Å. The leading-order limit is

0.01607²/(2 × 1.50347) ≈ 8.59×10⁻⁵ eV.

The actual error was −8.60×10⁻⁵ eV. Its magnitude exceeds the limit by about 0.1%, which is possible because the limit omits cubic and higher terms. An error of 0.09 meV is negligible beside the 24.7 meV of the plain band. The estimate deteriorates when an eigenvalue is close to zero: on a flat pass, a small gradient can still leave a sizeable error in position and energy.

**Use as a diffusion input**

The model values describe no particular material. In a real oxide or metal the band moves in the coordinates of many atoms, and the forces come from an electronic-structure calculation. If the cell is periodic and no atom is held fixed, moving all atoms together costs no energy, so the Hessian has three zero eigenvalues; these uniform translations must be removed before the eigenvalue test is applied. The assumption that fails most plainly is that two coordinates suffice. Holding neighbouring atoms fixed when they would relax at the pass can change a barrier by tenths of an eV. The choice of density functional, the cell size and the charge state of the defect can also matter far more than the convergence error found here.

The verified saddle supplies a potential-energy barrier. A hopping rate also needs an attempt frequency, and where relevant zero-point and entropy corrections. If the final band shows an intermediate minimum, relax that image freely. If it settles in a minimum distinct from both end points, the route has more than one stage and each pass needs its own climber. A verified saddle may also belong to a route that is not the lowest, so different initial paths should be tried. The gradient and the Hessian establish what kind of point has been found; they do not show that no lower pass exists. The complete values are in the numerical output.

Calculated quantities

```
A = 0.6 eV, B = 0.2 eV, k = 5.0 eV/A^2 (A^2: angstrom^2)
a = 1.2, b = 0.6, c = 0.5 angstrom
band spring = 5.0 eV/angstrom^2, step = 0.03 angstrom^2/eV
left minimum: x = -1.24718, y = -0.56777 angstrom, V = -0.204006 eV
  Hessian eigenvalues = 1.0195, 18.3142 eV/angstrom^2
right minimum: x = 1.14647, y = 0.53003 angstrom, V = 0.195643 eV
  Hessian eigenvalues = 1.9609, 7.3874 eV/angstrom^2
plain band: 304 steps to 1e-6 eV/angstrom
plain-band highest-image barrier = 0.787623 eV
plain-band underestimate = 24.746 meV
climbing stage: 427 further steps to 1e-9 eV/angstrom
climber image number (left end is 0) = 4
final band: image, x (angstrom), y (angstrom), V - V_left (eV)
  0  -1.24718  -0.56777  0.000000
  1  -1.00242  -0.17238  0.101962
  2  -0.70180  0.18240  0.362807
  3  -0.32933  0.46079  0.666808
  4  0.10071  0.63774  0.812369
  5  0.45633  0.68939  0.719565
  6  0.81511  0.66909  0.514014
  7  1.14647  0.53003  0.399650
spacing left, right of climber = 0.46502, 0.35935 angstrom
saddle from cubic: x = 0.10070933, y = 0.63773623 angstrom
saddle from band:  x = 0.10070933, y = 0.63773623 angstrom
saddle energy V = 0.608363 eV
gradient norm at climber = 7.77e-10 eV/angstrom
Hessian xx, xy, yy = -1.07786, -1.66371, 5.00000 eV/angstrom^2
saddle Hessian eigenvalues = -1.50347, 5.42561 eV/angstrom^2
Hessian determinant = -8.15725 eV^2/angstrom^4
u'' at saddle = -1.63145 eV/angstrom^2
unstable unit mode = (0.96880, 0.24784)
forward barrier = 0.812369 eV = 812.369 meV
reverse barrier = 0.412719 eV = 412.719 meV
early stop at 0.02 eV/angstrom: 62 climbing steps
  climber gradient = 1.607e-02 eV/angstrom
  energy error = -8.597e-05 eV, leading bound = 8.587e-05 eV
movable images, barrier (eV), tangent angle (deg), max path error (angstrom)
  6  0.812369  0.286  0.01294
  12  0.812369  0.072  0.00861
  24  0.812369  0.020  0.00533
largest y-offset of descent path from floor = 0.0929 angstrom
fixed tangent at 40 deg: final distance = 4.5e-16 angstrom
fixed tangent at 50 deg: exit distance = 0.102 angstrom
```
